# The surface field of a Schottky contact and its kT/q correction: a program that tests the result

```python
"""Surface field of a nondegenerate n-type Schottky contact in equilibrium.

Result under test, in atomic units:
F_s^2 = (8 pi/eps) [N U_s + n_b T (exp(-U_s/T)-1)
                         + p_b T (exp(U_s/T)-1)]
U_s: band bending at the contact; T: thermal energy kT; N: donor density;
n_b, p_b: bulk electron and hole densities; eps: relative permittivity;
F_s: magnitude of the force on an electron at the contact.
The independent side solves the second-order Poisson-Boltzmann equation
as a boundary-value problem, with the Coulomb constant taken from SI data.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, trapezoid

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
temperature = 300.0
T = const.k * temperature / const.e
eps = 12.0
N = 1e-8
n_i = 1e-14
U_main = 0.5
mass = 1.0

n_b = (N + np.sqrt(N**2 + 4 * n_i**2)) / 2
p_b = n_i**2 / n_b
coulomb = const.e / const.epsilon_0 * 1e10 / eps  # eV angstrom
curvature = coulomb * N                         # eV/angstrom^2
debye = np.sqrt(T / curvature)


def formula_field(U, electrons, holes):
    """First-integral field, evaluated in atomic units; eV/angstrom out."""
    energy = np.asarray(U) / HARTREE
    thermal = T / HARTREE
    donors = N * BOHR**3
    bracket = (donors * energy
               + electrons * BOHR**3 * thermal * np.expm1(-energy / thermal)
               + holes * BOHR**3 * thermal * np.expm1(energy / thermal))
    # Rounding can make the bracket slightly negative in the neutral bulk.
    field = np.sqrt(8 * np.pi / eps * np.maximum(bracket, 0.0))
    return field * HARTREE / BOHR


def solve_profile(U_s, electrons, holes):
    """Solve the second-order equation with U(0)=U_s and U(far)=0."""
    scale = 1000.0  # angstrom
    width = np.sqrt(2 * U_s / curvature)
    length = (width + 20 * debye) / scale
    factor = coulomb * scale**2 / T

    def equations(x, y):
        charge = N - electrons * np.exp(-y[0]) + holes * np.exp(y[0])
        return np.vstack((y[1], factor * charge))

    def boundary(left, right):
        return np.array([left[0] - U_s / T, right[0]])

    x = np.linspace(0, length, 500)
    rest = np.maximum(1 - x * scale / width, 0.0)
    guess = np.vstack((U_s / T * rest**2,
                       -2 * U_s / T * scale / width * rest))
    result = solve_bvp(equations, boundary, x, guess,
                       tol=1e-8, max_nodes=50000)
    assert result.success, result.message
    grid = np.linspace(0, length, 100001)
    values = result.sol(grid)
    return grid * scale, values[0] * T, -values[1] * T / scale


# Full model, including holes: surface value and the whole profile.
x_full, U_full, F_full = solve_profile(U_main, n_b, p_b)
F_formula = float(formula_field(U_main, n_b, p_b))
assert abs(F_full[0] / F_formula - 1) < 1e-6
profile_error = np.max(np.abs(F_full - formula_field(U_full, n_b, p_b)))
profile_error /= F_formula
assert profile_error < 1e-5

# Electron-only model: recover the energy shift from the numerical field.
x, U, F = solve_profile(U_main, N, 0.0)
F_electrons = float(formula_field(U_main, N, 0.0))
assert abs(F[0] / F_electrons - 1) < 1e-6
shift = U_main - F[0]**2 / (2 * curvature)
assert abs(shift / T - 1) < 1e-4

# Energy supplied by the soft edge, from moments of the charge profile.
charge_fraction = -np.expm1(-U / T)
box_width = trapezoid(charge_fraction, x)
extra_moment = trapezoid(x * charge_fraction, x) - box_width**2 / 2
edge_energy = curvature * extra_moment
assert abs(edge_energy / T - 1) < 1e-3
edge_electrons = np.exp(-np.interp(box_width, x, U) / T)

W_dep = np.sqrt(2 * U_main / curvature)
F_dep = curvature * W_dep
first_order_ratio = 1 - T / (2 * U_main)
assert abs(F[0] / F_dep - first_order_ratio) < (T / U_main)**2

# Several band bendings, from moderate to strong.
rows = []
for bending in (0.05, 0.10, 0.20, 0.50):
    numerical = solve_profile(bending, N, 0.0)[2][0]
    exact = float(formula_field(bending, N, 0.0))
    assert abs(numerical / exact - 1) < 1e-6
    plain = np.sqrt(2 * curvature * bending)
    shifted = np.sqrt(2 * curvature * (bending - T))
    assert abs(shifted / numerical - 1) < abs(plain / numerical - 1)
    rows.append((bending, numerical, 100 * (plain / numerical - 1),
                 100 * (shifted / numerical - 1)))

# Weak bending must approach linear Debye screening.
U_weak = 0.0005
F_weak = solve_profile(U_weak, N, 0.0)[2][0]
weak_ratio = F_weak * debye / U_weak
assert abs(weak_ratio - 1) < 0.01

# A larger bending, where holes change the field appreciably.
U_hole = 0.75
F_hole = solve_profile(U_hole, n_b, p_b)[2][0]
F_hole_formula = float(formula_field(U_hole, n_b, p_b))
F_no_holes = float(formula_field(U_hole, N, 0.0))
assert abs(F_hole / F_hole_formula - 1) < 1e-6
assert F_hole / F_no_holes > 1.02
U_equal = T * np.log(N / p_b)

# Compare Fermi-Dirac and Boltzmann densities at the same Fermi level.
N_c = 2 * (mass * T / HARTREE / (2 * np.pi))**1.5 / BOHR**3
eta = np.log(n_b / N_c)
fermi_integral = quad(lambda t: 2 * t**2 / (np.exp(t**2 - eta) + 1),
                      0, 10, epsabs=1e-13, epsrel=1e-10)[0]
fermi_density = N_c * 2 / np.sqrt(np.pi) * fermi_integral
statistics_error = 1 - fermi_density / n_b
assert 0 < statistics_error < 1e-3

print(f"Temperature: {temperature:.1f} K")
print(f"Thermal energy kT: {T:.6f} eV")
print(f"Relative permittivity: {eps:.1f} (dimensionless)")
print(f"Donor density N: {N:.3e} angstrom^-3")
print(f"Intrinsic density n_i: {n_i:.3e} angstrom^-3")
print(f"Bulk hole density p_b: {p_b:.3e} angstrom^-3")
print(f"Band bending U_s: {U_main:.3f} eV")
print(f"U_s/kT: {U_main/T:.4f} (dimensionless)")
print(f"Curvature 4 pi N/eps: {curvature:.6e} eV/angstrom^2")
print(f"Debye length: {debye:.2f} angstrom")
print(f"Depletion width: {W_dep:.2f} angstrom")
print(f"Equal-charge box width: {box_width:.2f} angstrom")
print(f"Depletion field: {F_dep:.6e} eV/angstrom")
print(f"Field from formula, with holes: {F_formula:.6e} eV/angstrom")
print(f"Field from BVP, with holes: {F_full[0]:.6e} eV/angstrom")
print(f"Field from formula, no holes: {F_electrons:.6e} eV/angstrom")
print(f"Field from BVP, no holes: {F[0]:.6e} eV/angstrom")
print(f"Main field converted: {F_formula*1e10:.4e} V/m")
print(f"BVP/depletion field, no holes: {F[0]/F_dep:.6f} (ratio)")
print(f"First-order field ratio: {first_order_ratio:.6f} (ratio)")
print(f"Energy shift from BVP field: {shift:.6f} eV")
print(f"Soft-edge energy from charge: {edge_energy:.6f} eV")
print(f"Electron fraction n/N at box edge: {edge_electrons:.4f}")
print(f"Largest profile error / surface field: {profile_error:.1e}")
for bending, numerical, plain_error, shifted_error in rows:
    print(f"U_s={bending:.2f} eV: BVP field={numerical:.5e} eV/angstrom; "
          f"errors: depletion={plain_error:.3f}%, "
          f"kT-shifted={shifted_error:.3f}%")
print(f"Weak bending: {U_weak:.4f} eV")
print(f"Weak BVP field / Debye field: {weak_ratio:.5f} (ratio)")
print(f"Bending where surface p equals N: {U_equal:.4f} eV")
print(f"Hole-test bending: {U_hole:.3f} eV")
print(f"Hole-test BVP field: {F_hole:.6e} eV/angstrom")
print(f"Hole-test formula field: {F_hole_formula:.6e} eV/angstrom")
print(f"Hole-test field without holes: {F_no_holes:.6e} eV/angstrom")
print(f"Effective mass: {mass:.1f} electron masses")
print(f"Effective density of states: {N_c:.4e} angstrom^-3")
print(f"Boltzmann density error in bulk: {100*statistics_error:.4f}%")
print("all good")
```

Output:

```
Temperature: 300.0 K
Thermal energy kT: 0.025852 eV
Relative permittivity: 12.0 (dimensionless)
Donor density N: 1.000e-08 angstrom^-3
Intrinsic density n_i: 1.000e-14 angstrom^-3
Bulk hole density p_b: 1.000e-20 angstrom^-3
Band bending U_s: 0.500 eV
U_s/kT: 19.3409 (dimensionless)
Curvature 4 pi N/eps: 1.507927e-07 eV/angstrom^2
Debye length: 414.05 angstrom
Depletion width: 2575.19 angstrom
Equal-charge box width: 2507.74 angstrom
Depletion field: 3.883204e-04 eV/angstrom
Field from formula, with holes: 3.781509e-04 eV/angstrom
Field from BVP, with holes: 3.781509e-04 eV/angstrom
Field from formula, no holes: 3.781483e-04 eV/angstrom
Field from BVP, no holes: 3.781483e-04 eV/angstrom
Main field converted: 3.7815e+06 V/m
BVP/depletion field, no holes: 0.973805 (ratio)
First-order field ratio: 0.974148 (ratio)
Energy shift from BVP field: 0.025852 eV
Soft-edge energy from charge: 0.025852 eV
Electron fraction n/N at box edge: 0.5491
Largest profile error / surface field: 3.8e-10
U_s=0.05 eV: BVP field=9.17046e-05 eV/angstrom; errors: depletion=33.906%, kT-shifted=-6.942%
U_s=0.10 eV: BVP field=1.50083e-04 eV/angstrom; errors: depletion=15.711%, kT-shifted=-0.362%
U_s=0.20 eV: BVP field=2.29181e-04 eV/angstrom; errors: depletion=7.162%, kT-shifted=-0.003%
U_s=0.50 eV: BVP field=3.78148e-04 eV/angstrom; errors: depletion=2.690%, kT-shifted=-0.000%
Weak bending: 0.0005 eV
Weak BVP field / Debye field: 0.99679 (ratio)
Bending where surface p equals N: 0.7143 eV
Hole-test bending: 0.750 eV
Hole-test BVP field: 4.993913e-04 eV/angstrom
Hole-test formula field: 4.993913e-04 eV/angstrom
Hole-test field without holes: 4.673248e-04 eV/angstrom
Effective mass: 1.0 electron masses
Effective density of states: 2.5094e-05 angstrom^-3
Boltzmann density error in bulk: 0.0141%
all good
```
